\section*{Constant signal and harmonics of a photoelastic-modulator ellipsometer at 2.405 rad}

\section{Two modulation amplitudes compared}

Take silicon wafers with 2, 25, 100 and 150 nm of oxide and compute the time-averaged signal of a photoelastic-modulator (PEM) ellipsometer, divided by half the reflected power that unpolarized light would give. At a modulation amplitude of $\pi$ rad the results are 1.109, 1.082, 0.945 and 1.007. At 2.405 rad all four are 1.000. The polarizer and analyzer stand at $45^\circ$ to the plane of incidence, and the wavelength and angle of incidence are the same throughout.

The amplitude 2.405 rad is the first zero of the Bessel function $J_0$. There the average signal loses its dependence on the ellipsometric angles, but it still carries the sample's mean reflectance. It is therefore a normalizer for the harmonics, not a constant of the instrument.

\section{Signal for arbitrary azimuths}

Light passes a polarizer at azimuth $\phi$, a PEM, an isotropic sample and an analyzer at azimuth $\alpha$. Azimuths are measured from the $p$ direction towards $s$, and the PEM axis lies along $p$. Optical fields vary as $e^{+i\Omega t}$ and refractive indices are written $n-ik$. The PEM advances the phase of $p$ relative to $s$ by
\begin{equation}
\delta(t)=A\sin\theta,\qquad \theta=\omega t ,
\end{equation}
where $\omega$ is the mechanical modulation frequency. The PEM is at first taken as lossless and free of internal reflections, and the detector as linear.

The sample has amplitude reflection coefficients $r_p,r_s$. Define
\begin{align}
\frac{r_p}{r_s}&=\tan\psi\,e^{i\Delta}, & R&=\tfrac12(|r_p|^2+|r_s|^2),\\
N&=\cos2\psi, & C+iS&=\sin2\psi\,e^{i\Delta}.
\end{align}
Since $|r_p|^2=|r_s|^2\tan^2\psi$, the definition of $R$ gives $|r_s|^2=2R\cos^2\psi$ and $|r_p|^2=2R\sin^2\psi$. Hence
\begin{equation}
|r_p|^2=R(1-N),\quad |r_s|^2=R(1+N),\quad r_pr_s^*=R(C+iS).
\label{eq:sample}
\end{equation}

Let $I_{\rm in}$ be the power after the polarizer. The polarizer supplies field components in the ratio $\cos\phi:\sin\phi$, the PEM multiplies the first by $e^{i\delta}$, the sample multiplies them by $r_p$ and $r_s$, and the analyzer projects them with $\cos\alpha$ and $\sin\alpha$. A phase common to both components drops out of the power:
\begin{align}
I&=I_{\rm in}\left|r_p\cos\alpha\cos\phi\,e^{i\delta}+r_s\sin\alpha\sin\phi\right|^2\nonumber\\
&=I_{\rm in}\big[|r_p|^2\cos^2\alpha\cos^2\phi+|r_s|^2\sin^2\alpha\sin^2\phi\nonumber\\
&\qquad+\tfrac12\sin2\alpha\sin2\phi\,{\rm Re}(r_pr_s^*e^{i\delta})\big].
\end{align}
Write $a=\cos2\alpha$ and $p=\cos2\phi$. By the half-angle formulas and (\ref{eq:sample}), the first two terms are
\begin{align}
&\frac R4[(1-N)(1+a)(1+p)+(1+N)(1-a)(1-p)]\nonumber\\
&\qquad=\frac R2[1+ap-N(a+p)].
\end{align}
In the third, ${\rm Re}[(C+iS)e^{i\delta}]=C\cos\delta-S\sin\delta$. With $K=I_{\rm in}R/2$,
\begin{align}
\frac IK={}&1+ap-N(a+p)\nonumber\\
&+\sin2\alpha\sin2\phi\,(C\cos\delta-S\sin\delta).
\label{eq:general}
\end{align}
For $\phi=\alpha=45^\circ$ this becomes
\begin{equation}
I=K(1+C\cos\delta-S\sin\delta).
\label{eq:signal}
\end{equation}

\section{Bessel expansion}

Put $u=e^{i\theta}$, so that $i\sin\theta=(u-u^{-1})/2$. Then
\begin{equation}
e^{iA\sin\theta}=
\sum_{j=0}^{\infty}\frac{(A/2)^ju^j}{j!}
\sum_{m=0}^{\infty}\frac{(-1)^m(A/2)^mu^{-m}}{m!}.
\end{equation}
The coefficient of $u^n$ for $n\ge0$ comes from $j=m+n$ and is
\begin{equation}
J_n(A)=\sum_{m=0}^{\infty}\frac{(-1)^m}{m!(m+n)!}
\left(\frac A2\right)^{2m+n}.
\label{eq:series}
\end{equation}
The coefficient of $u^{-n}$ comes from $m=j+n$; its extra factor $(-1)^n$ makes it $(-1)^nJ_n$. Pairing $u^n$ with $u^{-n}$ gives $2J_n\cos n\theta$ for even $n$ and $2iJ_n\sin n\theta$ for odd $n$. The real and imaginary parts are therefore
\begin{align}
\cos\delta&=J_0+2\sum_{k\ge1}J_{2k}\cos2k\theta,\\
\sin\delta&=2\sum_{k\ge0}J_{2k+1}\sin(2k+1)\theta .
\end{align}

Insert these into (\ref{eq:signal}). The mean over whole modulation periods and the coefficients of $\sin\omega t$ and $\cos2\omega t$ are
\begin{equation}
I_0=K(1+J_0C),\quad I_1=-2KJ_1S,\quad I_2=2KJ_2C.
\label{eq:harmonics}
\end{equation}
The sample angles enter $I_0/K$ through the product $J_0C$. For this to vanish whatever the value of $C$, $J_0(A)$ must be zero.

At $A_0=2.404826$ rad the series (\ref{eq:series}) for $J_0$ reads
\begin{align}
&1-1.44580+0.52258-0.08395\nonumber\\
&\quad+0.00759-0.00044+0.00002=0.00000 .
\end{align}
To see that no smaller zero exists, differentiate (\ref{eq:series}) term by term:
\begin{equation}
J_0'=-J_1,\qquad (A^nJ_n)'=A^nJ_{n-1}\quad(n\ge1).
\label{eq:derivatives}
\end{equation}
With $x=A^2/4$, $J_1=(A/2)(1-x/2+x^2/12-\cdots)$. For $0<A\le A_0$, $x\le1.446$, and the bracket alternates with decreasing terms, so it exceeds $1-x/2\ge0.277$. Thus $J_1>0$, and $J_0$ falls steadily from 1 to its first zero at $A_0$.

\section{Why the average decouples}

The averaged signal depends on the averaged polarization state behind the PEM, because detected power is linear in the matrix of products $\langle E_iE_j^*\rangle$. For a polarizer at $45^\circ$ this matrix is proportional to
\begin{equation}
\frac12\begin{pmatrix}1&\langle e^{i\delta}\rangle\\
\langle e^{-i\delta}\rangle&1\end{pmatrix}
=\frac12\begin{pmatrix}1&J_0\\J_0&1\end{pmatrix}.
\end{equation}
Its eigenvalues are $(1\pm J_0)/2$. The degree of polarization, their difference divided by their sum, is $|J_0|$. At $A_0$ the beam is polarized at each instant but unpolarized on average, so the mean contains no interference between $p$ and $s$.

This also shows what the zero does not remove. Unpolarized light acquires some linear polarization on reflection. From (\ref{eq:general}) with $\phi=45^\circ$, the mean at $A_0$ is $K(1-N\cos2\alpha)$, and the analyzer must stand at $\pm45^\circ$ to remove $N$. For general azimuths the condition is $\cos2\alpha+\cos2\phi=0$. The choice $\alpha=90^\circ-\phi$ meets it and gives $I_0=K\sin^22\phi$.

For small $A$, (\ref{eq:series}) gives $J_0\simeq1-A^2/4$, $J_1\simeq A/2$ and $J_2\simeq A^2/8$: the coupling is nearly complete and the harmonics are weak. At $A_0$, by contrast, $J_1$ and $J_2$ stand at 0.892 and 0.887 of their maxima, so little harmonic signal is given up.

\section{Recovering the sample angles}

Let $r_1=I_1/I_0$ and $r_2=I_2/I_0$. At $A_0$,
\begin{equation}
S=-\frac{r_1}{2J_1}=-\frac{r_1}{1.038},\qquad
C=\frac{r_2}{2J_2}=\frac{r_2}{0.8635}.
\label{eq:recover}
\end{equation}
Then $\Delta={\rm atan2}(S,C)$ and $\sin2\psi=\sqrt{S^2+C^2}$. The ratios use peak coefficients, so rms lock-in readings must first be multiplied by $\sqrt2$. The signs must be kept.

This setting does not distinguish $\psi$ from $90^\circ-\psi$. Readings at $\alpha=0$ and $90^\circ$ do: by (\ref{eq:general}) they are $K(1-N)$ and $K(1+N)$, and the second minus the first, divided by their sum, gives $N$.

Decoupling is convenient but not indispensable. At another known amplitude, (\ref{eq:harmonics}) gives $r_2(1+J_0C)=2J_2C$, and hence
\begin{equation}
C=\frac{r_2}{2J_2-J_0r_2},\qquad
S=-\frac{r_1(1+J_0C)}{2J_1},
\end{equation}
provided that neither $J_1$ nor $J_2$ vanishes.

\section{Worked example: 25 nm oxide on silicon}

The wavelength is 632.8 nm and the angle of incidence $70^\circ$. Rough typical indices are 1.46 for the oxide and $3.88-0.02i$ for silicon. With $c_j=\sqrt{1-(\sin70^\circ/n_j)^2}$, the interface coefficients in the sign convention used here are
\begin{align}
r_{p,jk}&=\frac{n_kc_j-n_jc_k}{n_kc_j+n_jc_k}, &
r_{s,jk}&=\frac{n_jc_j-n_kc_k}{n_jc_j+n_kc_k}.
\end{align}
Let 0, 1 and 2 denote air, oxide and silicon, and let $X=\exp(-4\pi i n_1c_1d/\lambda)$ be the round-trip factor of the film. Reversing an interface changes the sign of its reflection coefficient, and the two transmission coefficients multiply to $1-r_{01}^2$. Summing the successive reflections as a geometric series gives, for each polarization,
\begin{equation}
r=r_{01}+\frac{(1-r_{01}^2)r_{12}X}{1+r_{01}r_{12}X}
=\frac{r_{01}+r_{12}X}{1+r_{01}r_{12}X}.
\end{equation}

The result is $r_p=0.08692-0.20465i$ and $r_s=-0.81265+0.13118i$, so $R=0.3635$, $N=0.864$, $C=-0.2682$ and $S=0.4261$. For $100\ \mu$W after the polarizer,
\begin{align}
I_0&=K=100\times0.3635/2=18.18\ \mu{\rm W},\\
I_1&=-1.038\times0.4261\times18.18=-8.04\ \mu{\rm W},\\
I_2&=0.8635\times(-0.2682)\times18.18=-4.21\ \mu{\rm W}.
\end{align}
The ratios are $r_1=-0.4424$ and $r_2=-0.2316$. Equation (\ref{eq:recover}) returns $S$ and $C$, and from them $\psi=15.1^\circ$ and $\Delta=122.2^\circ$, on the branch $\psi<45^\circ$.

At $A=\pi$ rad, $J_0=-0.3042$, and the normalized mean is $1+(-0.3042)(-0.2682)=1.082$, the value quoted at the start. The 150 nm film lies close to unity there because its $C$ is only $-0.022$. In a sweep from 0 to 280 nm at fixed optical settings, $R$ ranges from 0.138 to 0.367. The raw mean power at $A_0$ therefore still changes from film to film.

\section{Setting the amplitude}

At 632.8 nm the required peak retardation is $A_0\lambda/2\pi=242.2$ nm, or 0.383 wave. To find the drive, compare the mean signals at $\alpha=\pm45^\circ$. Suppose that the analyzer scale has an offset $\varepsilon$, so that $\alpha=\pm45^\circ+\varepsilon$, while $\phi=45^\circ$. Then $\cos2\alpha=\mp\sin2\varepsilon$ and $\sin2\alpha=\pm\cos2\varepsilon$, and (\ref{eq:general}) gives
\begin{equation}
\frac{I_0^+-I_0^-}{I_0^++I_0^-}
=J_0C\cos2\varepsilon+N\sin2\varepsilon .
\label{eq:null}
\end{equation}
Without an offset, the lowest drive that nulls this quantity is $A_0$, whatever the reflectance, provided that $C\ne0$. Further nulls lie at the higher zeros of $J_0$, the next at 5.520 rad, so the drive should be raised from a low value. With a small offset, $J_0\simeq-J_1(A_0)(A-A_0)$ gives the first-order shift
\begin{equation}
A-A_0\simeq\frac{2\varepsilon N}{J_1C}.
\end{equation}
For the oxide sample and $\varepsilon=0.1^\circ=0.001745$ rad, this is $0.00349\times0.864/[0.519\times(-0.268)]=-0.0217$ rad. Solving for the null directly gives $-0.0216$ rad, an amplitude error of $-0.90\%$.

The remedy is to calibrate straight through, without a sample. Then $r_p=r_s$, $C=1$ and $N=0$; the offset term disappears and, with the polarizer at $45^\circ$ to the PEM axis, the null stays at 2.4048 rad. This assumes a steady source, a detector whose response does not depend on the analyzer azimuth, and a PEM free of internal reflections. The uncoated plate treated below can move the null by up to about 1.3\%, and it also changes $r_2$. Without such reflections the same position gives $r_2=2J_2=0.8635$, which fixes the detector gain at $2\omega$ relative to the mean. The gain at $\omega$ needs an element with known nonzero $S$.

The setting belongs to one wavelength. If the 632.8 nm drive is kept at 400 nm, and dispersion of the photoelastic response is neglected, $A$ rises to 3.80 rad and $J_0=-0.40$. A spectroscopic instrument must rescale the drive or use the general inversion.

\section{Errors in a real instrument}

The errors below are for the 25 nm film, analysed with the ideal formulas (\ref{eq:recover}). Apparent thickness changes follow from the local slope $d\Delta/dd=-1.53^\circ$/nm, with the indices held fixed.

\paragraph{Amplitude.} An excess of 1\% changes $I_0/K$ by $-J_1(0.01A_0)C=+0.33\%$. This scales both ratios alike and cannot alter $\Delta$. The error in $\Delta$ comes from the harmonics. By (\ref{eq:derivatives}), at $A_0$ a 1\% rise in $A$ changes $J_1$ by $-1\%$ and $J_2$ by $(A_0J_1/J_2-2)\times1\%=+0.89\%$. Thus $\tan\Delta$ is scaled by about $1-0.019$, and $\Delta$ moves by $+0.49^\circ$, or $-0.32$ nm.

\paragraph{Azimuths and detector offset.} An analyzer error of $+0.1^\circ$ raises the mean by $N\sin2\varepsilon=0.30\%$ of $K$. It shifts $\psi$ by $-0.05^\circ$ and leaves $\Delta$ unchanged, since both harmonics share the factor $\sin2\alpha$. Turning the PEM axis by $+0.1^\circ$ changes $\Delta$ by $-0.29^\circ$, or $+0.19$ nm. An unsubtracted detector offset of 1\% of $K$ lowers $\psi$ by $0.165^\circ$ and also leaves $\Delta$ unchanged.

\paragraph{Static retardation.} Residual strain along the PEM axis adds a constant $\delta_0$ to $\delta$. The average $\langle e^{i(\delta_0+A\sin\theta)}\rangle=e^{i\delta_0}J_0$ still vanishes at $A_0$, so the mean remains decoupled. But $(C+iS)e^{i\delta_0}$ replaces $C+iS$, and $\Delta$ is read too large by $\delta_0$. For 0.01 rad this is $0.57^\circ$, or $-0.38$ nm. A straight-through reading, where $\Delta=0$, measures $\delta_0$ for subtraction.

\paragraph{Reflections inside the PEM.} For the plate model below, this is the largest error among those considered at most plate phases. A face of an uncoated plate with index 1.457 reflects the fraction $F=(0.457/2.457)^2=0.0346$. Let $\chi$ be the mean single-pass phase of the plate, taken as constant, and let the retardation be split equally between the axes as $\pm\delta/2$. This describes a plate with equal and opposite strains along its two axes. In a bar strained along one axis, $\chi$ is modulated as well, and the numbers below do not apply. Summing coherent round trips multiplies the two fields by $[1-Fe^{i(2\chi\pm\delta)}]^{-1}$. To first order in $F$ their powers gain $2F\cos(2\chi\pm\delta)$. Weighting these by $(1-N)/2$ and $(1+N)/2$ adds to $I/K$
\begin{equation}
2F(\cos2\chi\cos\delta+N\sin2\chi\sin\delta).
\end{equation}
The interference term acquires the factor $1+2F\cos2\chi\,e^{i\delta}$, which adds
\begin{equation}
2F\cos2\chi\,(C\cos2\delta-S\sin2\delta).
\end{equation}

Comparison with (\ref{eq:signal}) shows that the power modulation imitates sample parameters. At $\chi=0$ it adds $2F=0.069$ to $C$; at $\chi=45^\circ$ it adds $-2FN=-0.060$ to $S$. The second addition also recouples the mean, by $2F\cos2\chi\,J_0(2A_0)C$, because $J_0(2A_0)=-0.238$ is not zero. At $\chi=0$ this first-order term is $+0.44\%$ of $K$; with all round trips the shift is $+0.48\%$. With all round trips included, $\Delta$ moves by $-5.85^\circ$, $+4.12^\circ$ and $+4.59^\circ$ at $\chi=0$, $45^\circ$ and $90^\circ$. The local slope turns these into apparent thickness changes of about $+3.8$, $-2.7$ and $-3.0$ nm. For shifts this large the linear estimate is off by about 5 to 7\%: inverting $\Delta(d)$ exactly gives $+4.1$, $-2.6$ and $-2.9$ nm. Over all $\chi$ the shift in $\Delta$ runs from $-6.5^\circ$ to $+6.3^\circ$, and it exceeds the $0.57^\circ$ of the static-retardation case at about 94\% of the phases.

\paragraph{Relation to practice.} The film and wavelength are those of a thermal oxide measured with a helium--neon laser. Fused-silica PEMs near 50 kHz are commonly bars strained along one axis, and the plate numbers above do not describe them. A simple estimate for uniaxial stress, with strain-optic coefficients $p_{11}=0.121$, $p_{12}=0.270$ and Poisson ratio 0.17, modulates $\chi$ by about $1.6\,\delta$; the error in $\Delta$ then stays within about $\pm3^\circ$ and the straight-through null moves by less than 0.2\%. The film model omits roughness and any interface layer. The plate calculation applies to a coherent beam at normal incidence on uncoated parallel faces, with the reflected beams overlapping at the detector and the mean phase of the plate unmodulated. Antireflection coatings reduce the error in proportion to $F$ at first order. A tilt or wedge helps if it keeps the multiply reflected beams from overlapping the main beam at the detector. For a laser instrument under the stated conditions, suppressing these reflections matters more, at most plate phases, than refining the amplitude below 1\%. The numerical output lists the individual errors.

\section*{Computed values}
\begin{verbatim}
Wavelength 632.8 nm; incidence 70 deg; PEM 50 kHz
Rough indices: oxide 1.46, silicon n 3.88 k 0.02, PEM plate 1.457
Oxide thickness 25 nm; power after polarizer 100 uW
First zero of J0: 2.404826 rad; J0(2.405) = -9.06e-05
J0 series terms at the zero: 1.00000 -1.44580 0.52258 -0.08395 0.00759 -0.00044 0.00002
Peak retardation 242.20 nm = 0.3827 waves
At the zero: J1 = 0.51915, J2 = 0.43175, 2J1 = 1.03829, 2J2 = 0.86351
J1 / its maximum = 0.892; J2 / its maximum = 0.887
rp = 0.08692-0.20465j; rs = -0.81265+0.13118j
R = 0.36352; psi = 15.115 deg; Delta = 122.183 deg
N = 0.86401; C = -0.26817; S = 0.42612
K = 18.1761 uW; constant signal = 18.1761 uW
sin(wt) coefficient -8.0419 uW; cos(2wt) coefficient -4.2089 uW
Ratios to constant signal: first -0.44244, second -0.23156
Recovered: C -0.26817, S 0.42612, psi 15.115 deg, Delta 122.183 deg
J0(pi) = -0.30424
Oxide nm | R | C | constant/K at zero | constant/K at A = pi rad
2 | 0.3594 | -0.3594 | 1.000000 | 1.109347
25 | 0.3635 | -0.2682 | 1.000000 | 1.081587
100 | 0.2733 | 0.1802 | 1.000000 | 0.945177
150 | 0.1473 | -0.0218 | 1.000000 | 1.006638
Sweep 0-280 nm, spread of constant/K: at zero below 1e-12 (True), at pi rad 0.1645
Sweep 0-280 nm: R from 0.1381 to 0.3666
Calibration null on sample, analyzer offset 0.1 deg: shift -0.02157 rad
  first-order estimate -0.02166 rad; relative amplitude error -0.90 %
Straight-through null with same offset: 2.404826 rad
Slope dDelta/dthickness = -1.5274 deg/nm
PEM face reflectance 0.03460; false C of first order 0.06919
J0 at twice the zero amplitude = -0.23754
Error | constant/K-1 % | dC | dS | dpsi deg | dDelta deg | dthickness nm
amplitude +1 % | 0.333 | -0.0015 | -0.0057 | -0.135 | 0.492 | -0.322
analyzer +0.1 deg | 0.302 | 0.0008 | -0.0013 | -0.050 | 0.000 | -0.000
PEM axis +0.1 deg | -0.302 | 0.0022 | 0.0013 | -0.003 | -0.292 | 0.191
static 0.01 rad | -0.000 | -0.0042 | -0.0027 | 0.000 | 0.573 | -0.375
offset +1 % of K | 1.000 | 0.0027 | -0.0042 | -0.165 | 0.000 | -0.000
plate phase 0 deg | 0.479 | 0.0666 | -0.0188 | -1.600 | -5.850 | 3.830
plate phase 45 deg | 0.186 | -0.0003 | -0.0606 | -1.629 | 4.115 | -2.694
plate phase 90 deg | -0.410 | -0.0645 | 0.0190 | 1.764 | 4.586 | -3.002
Same drive at 400 nm, no dispersion: A = 3.8044 rad, J0 = -0.4026
\end{verbatim}
